# Why Bias Changes Only the Semiconductor Side of an Ideal Schottky Barrier: a program that tests the result

```python
# Ideal metal / n-type semiconductor contact under bias V (metal positive: V > 0).
# Result under test, with E_Fs - E_Fm = q V:
#   barrier from the metal          E_c(0) - E_Fm      = Phi_M - chi   (no V in it)
#   barrier from the semiconductor  E_c(0) - E_c(bulk) = Phi_M - chi - xi - q V
# Phi_M: work function, chi: electron affinity, xi: E_c(bulk) - E_Fs.
# Energies in eV, lengths in nm, potentials in V; the zero of energy is E_Fs.
# Road of the test: Poisson's equation is solved through metal and semiconductor
# together, with the interface potential left as an unknown.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded

q, hbar, m_e, eps0 = sc.e, sc.hbar, sc.m_e, sc.epsilon_0

# Round parameters, roughly a noble metal on n-type silicon
T = 300.0
work_function, affinity = 4.80, 4.05
eps_r = 11.7
donors = 1e22             # m^-3
dos_mass = 1.08           # density-of-states mass, all valleys lumped
metal_density = 6e28      # m^-3, free electrons
biases = [-5.0, -1.0, 0.0, 0.3]


def thermal_energy(temp):
    return sc.k * temp / q


def band_density(temp):
    return 2 * (dos_mass * m_e * sc.k * temp / (2 * np.pi * hbar**2))**1.5


kT = thermal_energy(T)
Nc = band_density(T)
xi = kT * np.log(Nc / donors)
phi_B = work_function - affinity
built_in = phi_B - xi
charge_unit = q / eps0 * 1e-18      # V/nm^2 per (charge per m^3)

# Screening length of the metal, checked with a numerical density derivative
fermi_kin = hbar**2 * (3 * np.pi**2 * metal_density)**(2 / 3) / (2 * m_e) / q
lam = 1e9 * np.sqrt(2 * eps0 * fermi_kin / (3 * q * metal_density))


def electron_gas(energy):
    return (2 * m_e * energy * q)**1.5 / (3 * np.pi**2 * hbar**3)


slope = (electron_gas(fermi_kin + 1e-3) - electron_gas(fermi_kin - 1e-3)) / 2e-3
assert abs(lam * np.sqrt(charge_unit * slope) - 1) < 1e-5


def solve_contact(V, screening):
    """Newton solution for the local vacuum level u(x); interface at x = 0."""
    k = 500
    x_metal = np.linspace(-25 * screening, 0, k + 1)
    x_semi = 2000 * np.linspace(0, 1, 1601)**1.5
    x = np.concatenate([x_metal, x_semi[1:]])
    h = np.diff(x)
    g = np.where(np.arange(len(h)) < k, 1.0, eps_r) / h
    vac_metal = -V + work_function
    vac_semi = xi + affinity
    u = np.where(np.arange(len(x)) <= k, vac_metal, vac_semi)
    i = np.arange(1, len(x) - 1)
    left, right = h[:-1] / 2, h[1:] / 2
    w_metal = np.where(i <= k, left, 0) + np.where(i < k, right, 0)
    w_semi = left + right - w_metal
    converged = False
    for _ in range(80):
        ui = u[1:-1]
        n = Nc * np.exp(-(ui - affinity) / kT)
        residual = (np.diff(g * np.diff(u))
                    - w_metal * (ui - vac_metal) / screening**2
                    - w_semi * charge_unit * (donors - n))
        band = np.zeros((3, len(i)))
        band[0, 1:] = g[1:-1]
        band[2, :-1] = g[1:-1]
        band[1] = (-(g[:-1] + g[1:]) - w_metal / screening**2
                   - w_semi * charge_unit * n / kT)
        step = solve_banded((1, 1), band, -residual)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-8:
            converged = True
            break
    assert converged
    edge = u[k:] - affinity
    empty = 1 - Nc * np.exp(-edge / kT) / donors
    xs = x[k:]
    width = np.sum((empty[1:] + empty[:-1]) / 2 * np.diff(xs))
    field = (edge[0] - edge[1]) / (xs[1] - xs[0])
    return dict(top=edge[0], bulk=edge[-1], from_metal=edge[0] + V,
                from_semi=edge[0] - edge[-1], width=width, field=field)


def flow_from_metal(barrier):
    """A/cm^2, Fermi distribution of the metal above the barrier top."""
    pre = q * dos_mass * m_e * (sc.k * T)**2 / (2 * np.pi**2 * hbar**3)
    a = barrier / kT
    return pre * quad(lambda e: np.log1p(np.exp(-e)), a, a + 40, epsabs=0)[0] / 1e4


def flow_from_semi(barrier):
    """A/cm^2, Maxwell distribution of the bulk, only the fast enough electrons."""
    speed = np.sqrt(2 * sc.k * T / (dos_mass * m_e))
    s0 = np.sqrt(barrier / kT)
    part = quad(lambda s: s * np.exp(-s * s), s0, s0 + 8, epsabs=0, limit=200)[0]
    return q * donors * speed / np.sqrt(np.pi) * part / 1e4


def depletion_width(V):
    return np.sqrt(2 * eps_r * (built_in - V - kT) / (charge_unit * donors))


def peak_field(V):
    return charge_unit * donors * depletion_width(V) / eps_r


ideal = {V: solve_contact(V, lam / 1000) for V in biases}
real = {V: solve_contact(V, lam) for V in biases}
richardson = q * m_e * sc.k**2 / (2 * np.pi**2 * hbar**3) / 1e4
flows = {}
for V in biases:
    s, r = ideal[V], real[V]
    assert abs(s["from_metal"] - phi_B) < 5e-5
    assert abs(s["from_semi"] - (built_in - V)) < 5e-5
    # electron tail at the depletion edge and grid: well below one percent
    assert abs(s["width"] / depletion_width(V) - 1) < 5e-3
    assert abs(s["field"] / peak_field(V) - 1) < 5e-3
    # drop inside a metal of finite screening length
    assert abs((phi_B - r["from_metal"]) / (eps_r * peak_field(V) * lam) - 1) < 0.02
    out_m = flow_from_metal(s["from_metal"])
    out_s = flow_from_semi(s["from_semi"])
    assert abs(out_s / out_m / np.exp(V / kT) - 1) < 1e-3
    law = dos_mass * richardson * T**2 * np.exp(-phi_B / kT)
    assert abs(out_m / law - 1) < 3e-3
    flows[V] = (out_m, out_s)

# Counterfactual: a contact that screens badly lets the metal-side barrier move
poor_length = 5.0
poor = {V: solve_contact(V, poor_length) for V in (-5.0, 0.0)}
poor_shift = poor[-5.0]["from_metal"] - poor[0.0]["from_metal"]
real_shift = real[-5.0]["from_metal"] - real[0.0]["from_metal"]
assert poor_shift < -0.3 and abs(real_shift) < 0.01


# Image-force lowering, checked by a search for the maximum
def image_lowering(F):
    return np.sqrt(F * q * 1e9 / (4 * np.pi * eps_r * eps0))


image = {}
for V in (-5.0, 0.0, 0.3):
    F = peak_field(V)
    xx = np.linspace(0.1, 20, 200001)
    hill = -q * 1e9 / (16 * np.pi * eps_r * eps0 * xx) - F * xx
    image[V] = image_lowering(F)
    assert abs(-hill.max() / image[V] - 1) < 1e-5

# Tunnelling near the rounded top at -5 V: parabolic top, light mass (upper size)
light_mass, heavy_mass = 0.19, 0.92
F5 = peak_field(-5.0)
x_top = image[-5.0] / (2 * F5)
h2m = hbar**2 / (light_mass * m_e) / q * 1e18
quantum = np.sqrt(h2m * 2 * F5 / x_top)
gain = quad(lambda e: np.exp(-e / kT) / (1 + np.exp(-2 * np.pi * e / quantum)) / kT,
            -0.5, 1.0, points=[0.0], limit=200)[0]

# Other neglected effects, with rough silicon values
mass_factor = 2 * light_mass + 4 * np.sqrt(light_mass * heavy_mass)
emission_speed = mass_factor * richardson * T**2 * 1e4 / (q * Nc) * 100   # cm/s
drift_limit = 1e7                                                         # cm/s
fermi_drop = kT * np.log(1 + emission_speed / drift_limit)
gap, valence_density = 1.12, 3e25
holes = valence_density * np.exp(-(gap - phi_B) / kT)
mobility, layer = 0.12, 5e-6                                              # SI
series_drop = (flows[0.3][1] - flows[0.3][0]) * 1e4 * layer / (q * donors * mobility)
critical_field = 0.4                                                      # MV/cm
hot = 400.0
built_in_hot = phi_B - thermal_energy(hot) * np.log(band_density(hot) / donors)

print(f"Work function {work_function:.2f} eV, affinity {affinity:.2f} eV")
print(f"Donors {donors/1e6:.1e} cm^-3, eps_r {eps_r}, T {T:.0f} K")
print(f"kT {kT:.5f} eV, band density Nc {Nc/1e6:.3e} cm^-3")
print(f"DOS mass {dos_mass} m_e, Nd/Nc {donors/Nc:.2e}")
print(f"xi = Ec(bulk)-E_Fs {xi:.4f} eV")
print(f"Ideal barrier Phi_B {phi_B:.3f} eV, q V_bi {built_in:.4f} eV")
print("Solved levels, eV, zero at E_Fs:")
print("  V(V)   E_Fm    Ec(0)   Ec(bulk)")
for V in biases:
    s = ideal[V]
    print(f"  {V:+.1f}  {0.0-V:+.3f}  {s['top']:+.3f}  {s['bulk']:+.3f}")
print("Solved barriers (eV), width (nm), peak field (MV/cm):")
print("  V(V)  from metal  from semicond.  width  field")
for V in biases:
    s = ideal[V]
    print(f"  {V:+.1f}  {s['from_metal']:.3f}  {s['from_semi']:.3f}"
          f"  {s['width']:.0f}  {s['field']*10:.4f}")
print("Flows (A/cm^2), lumped mass: from metal, from semicond.")
for V in biases:
    print(f"  {V:+.1f}  {flows[V][0]:.2e}  {flows[V][1]:.2e}")
print(f"exp(qV/kT) at +0.3 V: {np.exp(0.3/kT):.3e}")
print(f"Metal: density {metal_density/1e6:.1e} cm^-3, E_F {fermi_kin:.2f} eV")
print(f"Metal screening length {lam:.4f} nm")
print("Metal-side barrier lowering by finite screening (meV):")
for V in biases:
    print(f"  {V:+.1f} V: {(phi_B-real[V]['from_metal'])*1e3:.2f}")
print(f"Barrier change, 0 to -5 V, real metal {real_shift*1e3:.2f} meV")
print(f"Same, fictitious {poor_length:.0f} nm screening {poor_shift:.3f} eV")
for V in image:
    print(f"Image lowering at {V:+.1f} V: {image[V]*1e3:.1f} meV")
print(f"Tunnelling at -5 V: current x {gain:.2f} (rough upper size)")
print(f"  equal to a lowering of {kT*np.log(gain)*1e3:.1f} meV")
print(f"Emission mass factor, (100) Si: {mass_factor:.2f}, lumped {dos_mass}")
print(f"E_Fs drop in depletion layer, forward: {fermi_drop*1e3:.1f} meV")
print(f"  emission speed {emission_speed:.1e}, drift limit {drift_limit:.0e} cm/s")
print(f"Interface holes/donors {holes/donors:.1e} (gap {gap} eV)")
print(f"Series drop at +0.3 V, {layer*1e6:.0f} um layer: {series_drop*1e3:.3f} mV")
print(f"Peak field at -5 V / rough breakdown field {F5*10/critical_field:.2f}")
print(f"  rough breakdown field {critical_field} MV/cm")
print(f"q V_bi at {hot:.0f} K, same Phi_B: {built_in_hot:.3f} eV")
print("all tests passed")
```

Printed output:

```
Work function 4.80 eV, affinity 4.05 eV
Donors 1.0e+16 cm^-3, eps_r 11.7, T 300 K
kT 0.02585 eV, band density Nc 2.816e+19 cm^-3
DOS mass 1.08 m_e, Nd/Nc 3.55e-04
xi = Ec(bulk)-E_Fs 0.2053 eV
Ideal barrier Phi_B 0.750 eV, q V_bi 0.5447 eV
Solved levels, eV, zero at E_Fs:
  V(V)   E_Fm    Ec(0)   Ec(bulk)
  -5.0  +5.000  +5.750  +0.205
  -1.0  +1.000  +1.750  +0.205
  +0.0  +0.000  +0.750  +0.205
  +0.3  -0.300  +0.450  +0.205
Solved barriers (eV), width (nm), peak field (MV/cm):
  V(V)  from metal  from semicond.  width  field
  -5.0  0.750  5.545  845  0.1307
  -1.0  0.750  1.545  443  0.0685
  +0.0  0.750  0.545  259  0.0401
  +0.3  0.750  0.245  168  0.0260
Flows (A/cm^2), lumped mass: from metal, from semicond.
  -5.0  2.94e-06  2.96e-90
  -1.0  2.94e-06  4.66e-23
  +0.0  2.94e-06  2.94e-06
  +0.3  2.94e-06  3.22e-01
exp(qV/kT) at +0.3 V: 1.096e+05
Metal: density 6.0e+22 cm^-3, E_F 5.59 eV
Metal screening length 0.0586 nm
Metal-side barrier lowering by finite screening (meV):
  -5.0 V: 8.94
  -1.0 V: 4.69
  +0.0 V: 2.74
  +0.3 V: 1.78
Barrier change, 0 to -5 V, real metal -6.21 meV
Same, fictitious 5 nm screening -0.526 eV
Image lowering at -5.0 V: 40.1 meV
Image lowering at +0.0 V: 22.2 meV
Image lowering at +0.3 V: 17.9 meV
Tunnelling at -5 V: current x 1.60 (rough upper size)
  equal to a lowering of 12.1 meV
Emission mass factor, (100) Si: 2.05, lumped 1.08
E_Fs drop in depletion layer, forward: 10.3 meV
  emission speed 4.9e+06, drift limit 1e+07 cm/s
Interface holes/donors 1.8e-03 (gap 1.12 eV)
Series drop at +0.3 V, 5 um layer: 0.084 mV
Peak field at -5 V / rough breakdown field 0.33
  rough breakdown field 0.4 MV/cm
q V_bi at 400 K, same Phi_B: 0.461 eV
all tests passed
```
